# Metal content alone does not fix carrier lifetime in silicon

## What dimensions already decide

Let all the metal in a silicon crystal sit in identical spherical precipitates of radius $R$, which together fill a fraction $f$ of the volume. Minority carriers diffuse with diffusivity $D$ and recombine as soon as they touch a sphere. The bands are flat up to the spheres, and no other recombination acts, neither in the bulk nor at the crystal surfaces. At low injection the excess density obeys a linear equation, so its magnitude cannot enter the lifetime. For a given type of spatial arrangement, the available quantities are then $D$ (length²/time), $R$ (length) and $f$ (a pure number). The one time they can form is

$$\tau=\frac{R^2}{D}\,g(f).$$

The total metal content fixes $f$ and nothing else. At given $f$ the lifetime still varies as $R^2$: stretching the whole pattern of spheres by a factor $s$ leaves $f$ unchanged and lengthens every diffusion path by $s$, hence every diffusion time by $s^2$.

When the spheres are far apart they act independently, and the recombination rate is proportional to their number per volume,

$$N=\frac{f}{\tfrac43\pi R^3}. \tag{1}$$

At fixed $R$ this gives $1/\tau\propto f$, so $g(f)=\text{const}/f$. The constant needs a calculation.

## The counter-example: one metal content, two lifetimes

Take p-type silicon at 300 K with an electron mobility of 1150 cm²/Vs. The thermal voltage is 0.02585 V, so $D=1150\times0.02585=29.7$ cm²/s. The crystal holds $10^{17}$ metal atoms per cm³, all precipitated as a disilicide with $2.5\times10^{22}$ metal atoms per cm³. Therefore

$$f=\frac{10^{17}}{2.5\times10^{22}}=4\times10^{-6}.$$

Crystal A has precipitates of radius 250 nm and crystal B of radius 1000 nm. Temperature, doping, mobility and metal content are the same in both.

The capture rate of one sphere follows from steady diffusion. Far away the excess density is $n_\infty$; at the surface it is zero. Around the sphere, on distances short compared with the spacing, generation is negligible beside the inflow, so the same number of carriers per second crosses every concentric shell:

$$4\pi r^2D\,\frac{dn}{dr}=K .$$

Dividing by $4\pi r^2D$ and integrating from $R$, where $n=0$, gives

$$n(r)=\frac{K}{4\pi D}\left(\frac1R-\frac1r\right).$$

Letting $r\to\infty$ yields $n_\infty=K/(4\pi DR)$, or

$$K=4\pi DR\,n_\infty. \tag{2}$$

The rate grows as the radius, not as the area. The area grows as $R^2$, but the gradient at the surface, $n_\infty/R$, falls as $1/R$, because a larger sphere depletes a wider region around itself.

With $N$ spheres per volume, the excess density decays at the rate $1/\tau=4\pi DRN$. Inserting (1),

$$\frac1\tau=4\pi DR\,\frac{3f}{4\pi R^3}=\frac{3Df}{R^2},
\qquad \tau=\frac{R^2}{3Df}. \tag{3}$$

The missing constant is $1/3$. For the two crystals,

$$\tau_A=\frac{(2.5\times10^{-5}\,\text{cm})^2}{3(29.7\,\text{cm}^2/\text{s})(4\times10^{-6})}=1.75\ \mu\text{s},$$

$$\tau_B=\frac{(1.0\times10^{-4}\,\text{cm})^2}{3(29.7\,\text{cm}^2/\text{s})(4\times10^{-6})}=28.0\ \mu\text{s}.$$

The same amount of metal gives lifetimes that differ by a factor of 16. Crystal A has $6.11\times10^7$ precipitates per cm³ and crystal B $9.55\times10^5$, fewer by $4^3=64$. Each sphere in B captures four times faster, and $64/4=16$.

Total interface area does not explain this factor. The area per volume is $4\pi R^2N=3f/R$, which differs by 4 between the crystals. What counts here is the sum of the radii per volume, $NR=3f/(4\pi R^2)$.

## The general statement for spheres with flat bands

Let the sphere surface have a finite recombination velocity $S$, so that carriers are lost there at the rate $S\,n(R)$ per area. For well-dispersed identical spheres, uniform generation and low injection, the claim is

$$\boxed{\;\tau\simeq\frac{R^2}{3Df}+\frac{R}{3fS},\qquad f^{1/3}\ll1\;} \tag{4}$$

The quadratic law holds when the first term dominates, $D/(SR)\ll1$.

**Proof.** Assign to each precipitate a spherical cell of radius $b$ whose volume is the crystal volume per precipitate. Then $f=R^3/b^3$ and $b=Rf^{-1/3}$. By symmetry between neighbours, no net flux crosses the cell boundary; replacing the true polyhedral cell by a sphere is an approximation, sized below. With a uniform generation rate $G$, the steady state satisfies

$$\frac{D}{r^2}\frac{d}{dr}\left(r^2\frac{dn}{dr}\right)=-G .$$

Multiply by $r^2/D$ and integrate from $r$ to $b$, where $dn/dr=0$:

$$-r^2\frac{dn}{dr}=-\frac{G}{3D}(b^3-r^3)
\quad\Rightarrow\quad
\frac{dn}{dr}=\frac{G}{3D}\left(\frac{b^3}{r^2}-r\right).$$

At the sphere, the arriving flux equals the surface loss, $D\,n'(R)=S\,n(R)$, so

$$n(R)=\frac{G(b^3-R^3)}{3SR^2}.$$

A second integration, from $R$ to $r$, gives

$$n(r)=n(R)+\frac{G}{3D}\left[b^3\left(\frac1R-\frac1r\right)-\frac{r^2-R^2}{2}\right].$$

The steady-state lifetime is the mean excess density divided by $G$. The mean runs over the silicon, $R<r<b$, with weight $r^2$:

$$\left\langle\frac1r\right\rangle=\frac{\int_R^b r\,dr}{\int_R^b r^2dr}=\frac32\,\frac{b^2-R^2}{b^3-R^3},
\qquad
\langle r^2\rangle=\frac35\,\frac{b^5-R^5}{b^3-R^3}.$$

Hence

$$\tau=\frac{b^3-R^3}{3SR^2}+\frac1{3D}\left[\frac{b^3}{R}-b^3\left\langle\frac1r\right\rangle+\frac{R^2-\langle r^2\rangle}{2}\right].$$

Write $\epsilon=R/b=f^{1/3}$ and take the factor $b^3/R=R^2/f$ out of the bracket. The first term becomes $R(1-f)/(3fS)$, and the result is

$$\tau=\frac{R(1-f)}{3fS}+\frac{R^2}{3Df}\left[1-\frac32\epsilon\frac{1-\epsilon^2}{1-\epsilon^3}+\frac{\epsilon^3}{2}-\frac3{10}\epsilon\frac{1-\epsilon^5}{1-\epsilon^3}\right]. \tag{5}$$

To first order in $\epsilon$ the bracket is $1-\left(\tfrac32+\tfrac3{10}\right)\epsilon=1-\tfrac95f^{1/3}$. As $f\to0$, equation (5) reduces to (4). ∎

For perfect sinks the first term of (5) vanishes and the bracket depends on $f$ alone. The exponent 2 therefore survives at finite $f$, as the dimensional argument requires; the prefactor changes.

In the example $f^{1/3}=0.0159$, so the correction is $1.8\times0.0159=2.9\,\%$ of the dilute value. For $R=500$ nm it lowers 7.01 µs to 6.81 µs. Replacing the spherical cell by a simple cubic array, evaluated with a lattice sum, changes the coefficient from 1.800 to 1.760. That moves the lifetime by $0.04\times0.0159$, less than 0.1 %. Both are regular arrangements. For randomly placed spheres a mean-field estimate has the other sinks screen each sphere over the length $\xi=\sqrt{D\tau}=R/\sqrt{3f}$; the surface gradient becomes $n_\infty(1/R+1/\xi)$, and the correction is $\sqrt{3f}\approx0.35\,\%$ instead of 2.9 %. The size and order of the finite-$f$ correction thus depend on the arrangement, while the limit (4) does not.

A lifetime can also be read from the decay after a light pulse. At $R=500$ nm the cell radius is 31.5 µm, and carriers spread over the cell in less than $b^2/D=0.33$ µs. This is much shorter than the lifetime, so the density profile stays close to its steady form while its amplitude decays. The numerically computed slowest decay time is 6.81 µs, equal to the steady value to the digits shown.

## Two limits and the slope between them

With $x=D/(SR)$, equation (4) reads $\tau=(R^2/3Df)(1+x)$. Since $x\propto1/R$,

$$\frac{d\ln\tau}{d\ln R}=2-\frac{x}{1+x}=\frac{2+x}{1+x}. \tag{6}$$

For $x\ll1$ diffusion to the sphere is the bottleneck and the slope is 2. For $x\gg1$ carriers arrive faster than the surface can consume them, the density is nearly uniform, and the total area $3f/R$ sets the rate. Then $\tau=R/(3fS)$ and the slope is 1. A numerical solution with $S=1000$ cm/s, for which $x\approx600$ at $R=500$ nm, gives a mean slope of 1.002 between 250 and 1000 nm. With perfect sinks it gives 2.000. Even in the surface-controlled limit, the metal content does not fix the lifetime.

A perfectly absorbing surface still has a finite $S$, because carriers cannot arrive faster than their thermal motion brings them. In an isotropic gas the one-way flux is $n\bar v/4$, where $\bar v$ is the mean thermal speed. A thermal mass of 0.27 electron masses gives $\bar v=2.07\times10^7$ cm/s and $S=\bar v/4\approx5.2\times10^6$ cm/s. This value suits spheres much smaller than the mean free path, $3D/\bar v\approx43$ nm. Beside a larger perfect sink the carrier distribution is one-sided; for a flat absorber and isotropic scattering, kinetic theory gives an effective $S\approx0.47\,\bar v$. For the three radii below, which span 6 to 23 mean free paths, the listed increases are too large by a factor of roughly 1.7 to 1.8. The simple estimate gives:

- $R=250$ nm: $x=0.23$, and the lifetime rises from 1.75 to 2.15 µs.
- $R=500$ nm: $x=0.115$, and it rises from 7.01 to 7.81 µs.
- $R=1000$ nm: $x=0.057$, and it rises from 28.0 to 29.6 µs.

The ratio between the coarse and fine crystals drops from 16 to 13.8, a mean slope of 1.89. For radii well below $D/S\approx57$ nm, this estimate makes the surface-controlled law the appropriate one, if the bands are flat.

## When the bands bend

A metallic precipitate in p-type silicon can carry positive charge and be surrounded by a shell depleted of holes. The field inside the shell, directed away from the positive precipitate, draws electrons inward and so enlarges the target. The shell also introduces a new length, which breaks the premise of the dimensional argument.

Let $U(r)$ be the electron's potential energy, zero far away, and $u=U/kT$. The inward flux per area is the sum of diffusion and drift,

$$\frac{K}{4\pi r^2}=D\left(\frac{dn}{dr}+n\frac{du}{dr}\right)=D\,e^{-u}\frac{d}{dr}\left(n\,e^{u}\right).$$

Multiply by $e^u/D$ and integrate from $R$ to infinity:

$$n_\infty-n(R)e^{u(R)}=\frac{K}{4\pi D}\int_R^\infty\frac{e^{u}}{r^2}\,dr .$$

The surface condition is $K=4\pi R^2S\,n(R)$. Eliminating $n(R)$ and writing $K=4\pi DR_c\,n_\infty$ defines a capture radius,

$$\frac1{R_c}=\int_R^\infty\frac{e^{u}}{r^2}\,dr+\frac{D\,e^{u(R)}}{SR^2},
\qquad \tau=\frac{1}{4\pi DR_cN}=\frac{R^3}{3DfR_c}. \tag{7}$$

For flat bands, $u=0$, and equation (4) returns.

In the depletion approximation the shell $R<r<W$ has charge density $-qN_A$, where $N_A$ is the acceptor density, $q$ the elementary charge and $\varepsilon$ the permittivity. Poisson's equation is $(r^2\phi')'=(qN_A/\varepsilon)r^2$. With $\phi'(W)=0$ and $\phi(W)=0$, two integrations give

$$\phi'=\frac{qN_A}{3\varepsilon}\left(r-\frac{W^3}{r^2}\right),\qquad
\phi=\frac{qN_A}{\varepsilon}\left(\frac{r^2}{6}+\frac{W^3}{3r}-\frac{W^2}{2}\right),$$

and $u=-q\phi/kT$. The edge $W$ follows from the chosen band bending $\phi(R)=\phi_b$.

For $N_A=10^{16}$ cm⁻³, relative permittivity 11.7 and $\phi_b=0.30$ V:

- $R=250$ nm: $W=414$ nm, $R_c=364$ nm, $\tau=1.20$ µs.
- $R=500$ nm: $W=677$ nm, $R_c=627$ nm, $\tau=5.59$ µs.
- $R=1000$ nm: $W=1186$ nm, $R_c=1135$ nm, $\tau=24.7$ µs.

The capture radius lies about 50 nm inside the depletion edge, roughly where the attraction reaches $kT$. The relative enlargement is greatest for the smallest spheres, so the lifetime falls by a larger fraction for fine precipitates (31 % at 250 nm) than for coarse ones (12 % at 1000 nm). The ratio between the crystals grows to 20.5, a mean slope of 2.18.

For $R\ll W$ the term in $W^3$ dominates at the surface, so $\phi_b\simeq qN_AW^3/(3\varepsilon R)$ and $W\propto R^{1/3}$ at fixed $\phi_b$. If $W$ were also much larger than the 50 nm offset, then $R_c\simeq W$ and (7) would give $\tau\propto R^{8/3}$. At 0.30 V the two conditions are not met together: the local exponent in this model peaks near 2.4, at $R\approx30$ nm, and is lower for both smaller and larger spheres. The square law thus holds for perfect sinks with flat bands, or for precipitates much larger than both their depletion shells and the length $D/S$.

These numbers are estimates. The sharp depletion edge leaves out the gradual tail of the hole density. Solving the Poisson–Boltzmann equation for the same 0.30 V enlarges $R_c$ by 32 to 38 nm and lowers the three lifetimes by about 8, 5 and 3 %. The band bending is also held fixed here. In steady state a precipitate must capture holes as fast as electrons, which lowers the barrier under illumination. For $R=250$ nm and an excess density of $10^{13}$ cm⁻³, a rough balance with a hole mobility of 400 cm²/Vs and a hole capture velocity of about $5\times10^6$ cm/s leaves about 0.20 V and lengthens the lifetime by about 8 %; capture velocities of $1.6\times10^6$ and $6\times10^5$ cm/s leave about 0.18 and 0.15 V and lengthen it by about 10 and 13 %. The potential changes by $kT$ within 6 to 8 nm at the precipitate surface and within about 30 nm at the capture radius. Both distances are shorter than the mean free path, $3D/\bar v\approx43$ nm, so a drift-diffusion description is not accurate there. The field at the surface, 3 to $5\times10^4$ V/cm, is also too strong for the constant low-field mobility used here.

## Flat particles and mixed sizes

If all particles keep the same non-spherical shape while their size changes, the stretching argument still applies and the exponent remains 2 for perfect sinks with flat bands. The prefactor follows from the particle's capture radius $C$.

For an oblate spheroid with semi-axes $a>c$, set $k=\sqrt{a^2-c^2}$ and use confocal coordinates: distance from the axis $k\cosh\mu\cos\eta$, height $k\sinh\mu\sin\eta$. The scale factors for $\mu$ and $\eta$ are equal, and that for the azimuth is $k\cosh\mu\cos\eta$. Laplace's equation for a function of $\mu$ alone is therefore $(\cosh\mu\,\psi')'=0$. The solution that vanishes at infinity is

$$\psi(\mu)=\frac1k\int_\mu^\infty\frac{d\mu'}{\cosh\mu'}=\frac1k\left[\frac\pi2-\arctan(\sinh\mu)\right].$$

Far away $r\simeq ke^\mu/2$ and $\psi\simeq2e^{-\mu}/k=1/r$. On the particle $\sinh\mu_0=c/k$; an angle with tangent $c/k$ has sine $c/a$, so $\psi(\mu_0)=\arccos(c/a)/k$. The density $n=n_\infty(1-C\psi)$ vanishes on the surface if

$$C=\frac1{\psi(\mu_0)}=\frac{\sqrt{a^2-c^2}}{\arccos(c/a)} .$$

Its far form $n_\infty(1-C/r)$ carries the rate $4\pi DC\,n_\infty$, so $C$ replaces $R$ in (2).

For $a/c=10$ and the volume of a sphere of radius $R$, the condition $a^2c=R^3$ gives $a=2.154R$ and $c=0.2154R$. Then $C=1.458R$, and the lifetime is 0.686 of the sphere's value.

If sizes differ, the dilute rates add: $1/\tau=4\pi D\sum_iN_iR_i$, while $f=\tfrac43\pi\sum_iN_iR_i^3$. Suppose 90 % of the precipitated volume is in 1000 nm spheres and 10 % remains in 250 nm spheres. The ideal rate is

$$\frac1\tau=\frac{0.9}{28.0\ \mu\text{s}}+\frac{0.1}{1.75\ \mu\text{s}}=0.089\ \mu\text{s}^{-1},$$

or $\tau\approx11$ µs. The small remainder causes most of the recombination.

## The dissolved remainder and gettering

Dissolved metal atoms add a rate $\sigma\bar vN_{\rm dis}$, where $\sigma$ is the cross-section for minority-carrier capture. This form assumes low injection and a deep level at which minority capture is the slow step. With a rough value $\sigma=10^{-15}$ cm², the concentration that doubles the ideal recombination rate of the 500 nm precipitates is

$$N_{\rm dis}=\frac1{\sigma\bar v\tau}=\frac1{10^{-15}\times2.07\times10^7\times7.01\times10^{-6}}=6.9\times10^{12}\ \text{cm}^{-3}.$$

This is $7\times10^{-5}$ of the metal present. For 1000 nm spheres the limit is four times lower, since the lifetime to be protected is four times longer. Extending the formula to all $10^{17}$ atoms per cm³ gives 0.48 ns, which is only a rough guide. The metal would then outnumber the $10^{16}$ acceptors per cm³ assumed above. If it formed a deep donor in the lower half of the gap, for example 0.38 eV above the valence band, only about $10^{16}$ atoms per cm³ could be ionised and ready to capture electrons, the hole density would fall to about $10^{12}$ cm⁻³, and the low-injection time would be about 5 ns. A donor level at midgap or above would turn the crystal n-type, and with equal cross-sections the time would be about 0.6 ns.

A heat treatment can therefore change the lifetime by orders of magnitude without removing any metal. Coarsening the precipitates at fixed content brings the full $R^2$ gain only if the dissolved remainder stays well below this limit and almost no fine population survives; otherwise the gain is smaller. Gettering that moves metal out of the active region lowers $f$ there as well; in the dilute diffusion-controlled model, $\tau\propto1/f$ at fixed $R$.

Set beside real silicon, $10^{17}$ metal atoms per cm³ is very heavy contamination, far above what device material is meant to contain, and micrometre-sized spheres are coarse precipitates. The mobility and doping are ordinary rough values for p-type material. Real silicide particles are often flat, vary in size and gather at dislocations and grain boundaries, which breaks the assumption of identical, well-dispersed spheres. For the 500 nm case, a flat shape of aspect ratio 10 lowers the ideal lifetime by 31 %, 0.30 V of band bending lowers it by 20 to 25 %, and the finite thermal speed with flat bands raises it by about 6.5 % (11.5 % in the simple estimate). Clustering is not sized here. The microsecond values are thus model estimates; the numerical output lists them for all three radii.

## Table of computed values

```
temperature: 300 K; mobility: 1150 cm2/Vs
thermal voltage: 0.02585 V; D: 29.73 cm2/s
total metal content: 1.0e+17 cm^-3
metal density in precipitate: 2.5e+22 cm^-3
precipitated volume fraction f: 4.00e-06
acceptor doping: 1.0e+16 cm^-3
--- precipitate radius: 250 nm
  number density: 6.112e+07 cm^-3
  cell radius b: 15.7 um
  ideal lifetime R^2/(3Df): 1.75 us
  finite-f steady lifetime, numerical: 1.70 us
  finite-f transient lifetime: 1.70 us
  D/(SR), thermal ceiling: 0.230
  lifetime with thermal ceiling: 2.15 us
  depletion edge from centre: 414 nm
  capture radius with bending: 364 nm
  lifetime with band bending: 1.20 us
--- precipitate radius: 500 nm
  number density: 7.639e+06 cm^-3
  cell radius b: 31.5 um
  ideal lifetime R^2/(3Df): 7.01 us
  finite-f steady lifetime, numerical: 6.81 us
  finite-f transient lifetime: 6.81 us
  D/(SR), thermal ceiling: 0.115
  lifetime with thermal ceiling: 7.81 us
  depletion edge from centre: 677 nm
  capture radius with bending: 627 nm
  lifetime with band bending: 5.59 us
--- precipitate radius: 1000 nm
  number density: 9.549e+05 cm^-3
  cell radius b: 63.0 um
  ideal lifetime R^2/(3Df): 28.03 us
  finite-f steady lifetime, numerical: 27.23 us
  finite-f transient lifetime: 27.23 us
  D/(SR), thermal ceiling: 0.057
  lifetime with thermal ceiling: 29.64 us
  depletion edge from centre: 1186 nm
  capture radius with bending: 1135 nm
  lifetime with band bending: 24.70 us
--- comparisons
ideal lifetime ratio, largest/smallest: 16.00
same ratio with thermal ceiling: 13.76
same ratio with band bending: 20.53
exponent, perfect sinks (numerical): 2.0000
exponent, S = 1000 cm/s (numerical): 1.0018
mean exponent with thermal ceiling: 1.891
mean exponent with band bending: 2.180
finite-f coefficient: cell 1.800, cubic 1.760
relative shift on mesh doubling: 3.2e-08
thermal mass: 0.27 electron masses
mean thermal speed: 2.07e+07 cm/s
thermal ceiling on S: 5.18e+06 cm/s
band bending: 0.30 V; relative permittivity: 11.7
flat particle, aspect ratio 10: capture radius / R = 1.458
  lifetime / sphere lifetime = 0.686
dissolved-atom cross-section: 1.0e-15 cm2
dissolved metal matching 500 nm rate: 6.89e+12 cm^-3
  as fraction of total metal: 6.9e-05
lifetime if all metal were dissolved: 0.48 ns
```
